# A Vertical Offset in a Polarization Loop Is Not Itself Imprint

## Question

I am learning to read polarization loops of ferroelectric memory capacitors, and I am practising on a model film. The film is poled down and returned to zero voltage. The integrator is then set to zero, and a symmetric triangular voltage is applied.

The loop I get is centred at $+0.0120\ e/\text{Å}^2$ instead of at zero. It crosses zero charge at $E=0$ on the rising sweep and at $E=-0.0124$ V/Å on the falling sweep. Averaging these two "coercive fields" and changing the sign gives an internal bias of $0.0062$ V/Å. Is this film imprinted? If not, what would imprint look like, and could leakage produce the same picture?

## Answer

Your data do not show imprint. The film can have no internal bias at all and still give these numbers. Nor do they rule out a bias, even a sizeable one. In the model below, a central coercive field of 0.00754 V/Å, a switching width of 0.0007 V/Å and a bias of 0.004 V/Å give the same rounded values as a coercive field of 0.010 V/Å, a width of 0.002 V/Å and no bias. To see why, separate what the integrator records from what the film does.

### What the integrator records

Let $E$ be the applied voltage divided by the film thickness $d$. Unequal electrodes can add a built-in potential energy step $U_b$, counted positive when it favours up polarization. In atomic units, where $e=1$, a uniform film with ideally screening electrodes feels the field

$$F=E+E_b,\qquad E_b=\frac{U_b}{d}.$$

Imprint here means a nonzero $E_b$, taken as constant during the measurement. Let $P$ be the switchable polarization and $\kappa$ the relative permittivity of the linear response. Gauss's law gives the electrode charge per area,

$$s=\frac{\kappa}{4\pi}(E+E_b)+P .$$

The current per area is $ds/dt+J$, where $J$ is leakage. Integrating from $t_0$, when $E=0$, with initial integrator reading $q_0$, gives

$$S(t)=q_0+s(t)-s(t_0)+\int_{t_0}^{t}J\,dt'
=\frac{\kappa E}{4\pi}+P(t)+\big[q_0-P(t_0)\big]+\int_{t_0}^{t}J\,dt'.$$

The term $\kappa E_b/4\pi$ occurs in both $s(t)$ and $s(t_0)$ and cancels. The bracket is a constant of integration. It depends on the state in which you started, and the reading contains only its sum with $P(t)$. Separating the two takes a further condition, such as opposite saturated polarizations at the two loop tips.

### What an internal bias does

Take a film of independent grains. A grain with coercive field $e_c$ switches up at $F=e_c$ and down at $F=-e_c$. Let the fraction with coercive field below $x$ be

$$G(x)=\frac{1}{1+e^{-2(x-E_c)/w}} ,$$

with centre $E_c$ and width $w\ll E_c$, so that the unphysical tail at negative $e_c$ is negligible. On a rising sweep from negative saturation, a fraction $G(F)$ is up and the rest is down. Hence

$$P_\uparrow=P_s[2G(F)-1]=P_s\tanh\frac{E+E_b-E_c}{w}.$$

On a falling sweep from positive saturation, the fraction $G(-F)$ is down, so

$$P_\downarrow=P_s[1-2G(-F)]=P_s\tanh\frac{E+E_b+E_c}{w}.$$

Without leakage, the magnitude of the current at ramp rate $r=|dE/dt|$ is $r(\kappa/4\pi+dP/dE)$. Since $dP/dE$ is proportional to $\operatorname{sech}^2$, the peaks lie where the arguments above vanish:

$$E_+=E_c-E_b,\qquad E_-=-E_c-E_b,\qquad E_b=-\frac{E_++E_-}{2}.$$

Both peaks move by $-E_b$. A constant added to $S$ has zero derivative and moves neither. The last formula assumes that the unbiased film switches symmetrically; if the magnitudes of its two coercive fields differ for another reason, half of that difference enters the average too.

The model film has $P_s=0.012\ e/\text{Å}^2$, $E_c=0.010$ V/Å, $w=0.002$ V/Å, $\kappa=30$, $d=100$ Å and drive amplitude $E_m=0.030$ V/Å. For $U_b=0.4$ eV, the bias is $0.4/100=0.004$ V/Å, or 0.4 MV/cm. The peaks are found at $0.006$ and $-0.014$ V/Å, and $-(0.006-0.014)/2=0.004$ V/Å, as required.

### Where your vertical offset comes from

Define the vertical offset $O$ as the mean reading at the two loop tips. In a saturated loop without leakage, the contributions $\pm\kappa E_m/4\pi$ cancel, and so do $\pm P_s$, up to exponentially small tails. This leaves

$$O=q_0-P(t_0).$$

A film poled down and returned to $E=0$ is on the rising branch, so $P(t_0)=P_s\tanh[(E_b-E_c)/w]$. For your reset integrator, $q_0=0$ and

$$O=P_s\tanh\frac{E_c-E_b}{w}.$$

With $E_b=0$, this is $0.012\tanh 5\simeq0.0120\ e/\text{Å}^2$, or 19.2 µC/cm². Had the same film been poled up first, the offset would have been $-0.0120\ e/\text{Å}^2$. The current peaks give zero bias in both cases.

Imprint affects this raw offset indirectly, through the starting state. For $U_b=0.8$ eV, it falls to $0.00914\ e/\text{Å}^2$: this strongly imprinted film has the smaller offset. With the step reversed and the same down poling, the offset would stay at $0.0120\ e/\text{Å}^2$.

### Why the zero crossings suggested a bias

A zero crossing of $S$ depends on where zero was placed. Let an unbiased, centred loop be displaced by a small constant $c$. Near the rising crossing, put $E=E_c+x$ and use $\tanh(x/w)\simeq x/w$:

$$\frac{P_s x}{w}+\frac{\kappa(E_c+x)}{4\pi}+c=0
\quad\Rightarrow\quad
x=-\frac{c+\kappa E_c/4\pi}{P_s/w+\kappa/4\pi}.$$

Near the falling crossing, put $E=-E_c+x'$:

$$\frac{P_s x'}{w}+\frac{\kappa(-E_c+x')}{4\pi}+c=0
\quad\Rightarrow\quad
x'=-\frac{c-\kappa E_c/4\pi}{P_s/w+\kappa/4\pi}.$$

The terms in $\kappa E_c$ cancel in the average, leaving the false bias

$$E_b^{\rm false}=-\frac{x+x'}{2}\simeq\frac{c}{P_s/w+\kappa/4\pi}.$$

For numbers in these units, $\kappa/4\pi$ becomes $\kappa\varepsilon_0=30\times0.005526=0.166\ e/(\text{V Å})$, while $P_s/w=6\ e/(\text{V Å})$. An offset $c=0.003\ e/\text{Å}^2$ therefore gives $0.003/6.166=0.00049$ V/Å. The actual crossings give $0.00051$ V/Å. The linear estimate is low because it uses the steepest slope of the tanh; a smaller slope requires a larger field displacement to compensate the same charge.

Your offset is too large for this expansion, but the cause is the same. The rising branch passes through the starting state at $E=0$, where the reading was set to zero. The falling branch reaches that reading at $-0.01237$ V/Å. The inferred bias, $-(0-0.01237)/2=0.0062$ V/Å, is larger than the real bias of the film with the 0.4 eV step. Subtracting the tip mean before reading the crossings removes this false bias. For an imprinted film the centred crossings still read slightly low, by about the factor $(P_s/w)/(P_s/w+\kappa/4\pi)$, because the term $\kappa E/4\pi$ stays centred on zero applied field: the 0.4 eV step gives $0.0039$ V/Å instead of $0.0040$ V/Å.

### What leakage does

Leakage can also shift the loop vertically, but its even part makes the shift change from loop to loop. Take leakage that depends on the applied field alone, $J=\sigma E+\beta E^2$. Passivity requires $JE\ge0$, hence $\sigma\ge|\beta|E_m$. For a drive of period $T$, $r=4E_m/T$. The first quarter-period leaks the charge

$$\frac1r\int_0^{E_m}(\sigma E+\beta E^2)\,dE
=\frac{\sigma E_m^2}{2r}+\frac{\beta E_m^3}{3r}
=\frac{\sigma E_mT}{8}+\frac{\beta E_m^2T}{12}.$$

From one tip to the other, the ohmic part integrates to zero, while the even part adds

$$\frac1r\int_{-E_m}^{E_m}\beta E^2\,dE=\frac{2\beta E_m^3}{3r}=\frac{\beta E_m^2T}{6}.$$

A full period therefore adds $\beta E_m^2T/3$, and the loop does not close. Number the loops from one positive tip to the next, and average the two positive-tip readings before taking the mean with the negative tip. Relative to the start of its own loop, this mean contains $\tfrac12(\tfrac16+\tfrac16)\beta E_m^2T=\beta E_m^2T/6$. Adding the first quarter and $n-1$ earlier periods gives

$$O_n=q_0-P(t_0)+\frac{\sigma E_mT}{8}+\beta E_m^2T\left(\frac n3-\frac1{12}\right).$$

The ohmic part also widens the loop. Between a tip and $E=0$ it transfers $\pm\sigma E_m^2/2r$, with opposite signs on the two branches, so it adds $\sigma E_m^2/r=\sigma E_mT/4$ to the remanent opening. The even part leaks $\beta E_m^2T/6$ between the two readings at $E=0$, from the falling to the rising branch, and changes the opening by $-\beta E_m^2T/6$.

Measure time in reference periods and choose $\sigma=0.3\ e/(\text{V Å})$ and $\beta=6\ e/\text{V}^2$, both per reference period. At $T=1$, the ohmic part adds $0.3\times0.03/8=0.0011\ e/\text{Å}^2$ to the offset. The even part makes it drift by $6\times0.03^2/3=0.0018\ e/\text{Å}^2$ per loop. Doubling the period doubles the drift.

Could leakage give your three numbers? Even leakage leaves the reading $\beta E_m^2T/3$ at $E=0$ on the rising branch, so it moves that crossing away from zero. Ohmic leakage does not: it integrates to zero over a period, and its shift is the same in every loop. Its share is limited, however. On the falling branch the reading is $\kappa E/4\pi+\sigma(2E_m^2-E^2)/2r+P-P(t_0)$, and for an unbiased film poled down the last difference is not negative, up to exponentially small tails. A crossing at $-0.0124$ V/Å then requires $\sigma(2E_m^2-E^2)/2r\le\kappa|E|/4\pi$ there. With $\kappa=30$ and $E_m=0.030$ V/Å this means $\sigma T\le0.30\ e/(\text{V Å})$, or at most $0.0011$ of the $0.0120\ e/\text{Å}^2$. Ohmic leakage can contribute to your offset, but in this model it cannot be its main source.

Leakage can also displace the current peaks, because its slope adds to that of the switching current. Near a peak at distance $y$ from its centre, $dP/dE\simeq(P_s/w)(1-y^2/w^2)$. Setting the derivative of the total current to zero gives

$$y_+=\frac{w^3J'(E_+)}{2P_sr},\qquad y_-=-\frac{w^3J'(E_-)}{2P_sr},$$

where the signs differ because the switching current reverses on the falling sweep. With $J'=\sigma+2\beta E$ and $E_+-E_-=2E_c$, the ohmic parts cancel in the average:

$$\delta E_b=-\frac{y_++y_-}{2}=-\frac{\beta E_cw^3}{P_sr}.$$

This first-order error is $-3.3\times10^{-7}$ V/Å at $T=1$, negligible beside a bias of $0.004$ V/Å. It grows with slower driving, stronger even leakage and broader switching, so current peaks are robust here but not immune.

### What imprint can do vertically

It would be wrong to conclude that imprint leaves no vertical mark. After the tip mean is subtracted, the two readings at $E=0$ have the average

$$\frac{P_s}{2}\left[\tanh\frac{E_b+E_c}{w}+\tanh\frac{E_b-E_c}{w}\right].$$

For the 0.4 eV step this is about $0.00003\ e/\text{Å}^2$, hardly visible. For 0.8 eV the remanences are $+0.0120$ and $-0.0091\ e/\text{Å}^2$, with mean $0.0014\ e/\text{Å}^2$. The bias is then close to $E_c$, and down grains with $e_c<E_b$ switch back when the applied field is removed. That is a loss of the stored down state. A constant added to the reading causes no such loss. The model describes this immediate back-switching, not slow decay during storage.

### A real polarization offset can also be hidden

Suppose an unbiased film is driven to just $E_m=0.011$ V/Å. Grains with $e_c>E_m$ stay as they were poled. The switching grains cancel in the tip mean, so the true polarization has the offset

$$\pm P_s[1-G(E_m)]=\pm\frac{P_s}{2}\left[1-\tanh\frac{E_m-E_c}{w}\right]=\pm0.0032\ e/\text{Å}^2,$$

positive after up poling and negative after down poling. Yet the two centred loops agree to numerical precision. Frozen polarization is constant during the run, so the integrator cannot see it.

### How to check your film

Drive the film to saturation and find the switching-current peaks. Then repeat the run from the opposite poled state. An offset that changes sign while the peaks stay put comes from the starting state. In a biased film the two offsets differ in magnitude, and for $|E_b|>E_c$ both poled states relax to the same sign at $E=0$, so the offset does not change sign even though the starting state still sets it. Compare loops of the same number: leakage adds the same amount to both runs, and if that amount is large it can hide the sign change, though not the difference between the two offsets. An offset that drifts from loop to loop, by more per loop at longer periods, points to even leakage in this model; it climbs for positive $\beta$ and falls for negative $\beta$. In a real measurement, a constant input current in the integrator gives the same kind of drift and must be excluded first. A common displacement of both peaks that survives these changes is evidence for internal bias, subject to the symmetry assumption above and provided that the voltage source has no constant offset. Such an offset would move both peaks in the same way, whatever the starting state, so it must be measured and subtracted. Bias fields that vary between grains, charge trapping during the sweep, interface layers and rate-dependent switching are outside this model and can alter the peak positions or shapes. The numerical output below lists the values for the main cases.

## Values computed for the example and the checks

```
Vacuum permittivity: 0.00552635 e/(V angstrom)
Relative permittivity of linear response: 30.0 (dimensionless)
Film thickness: 100.0 angstrom
Switchable polarization Ps: 0.012000 e/angstrom^2
Central coercive field Ec: 0.010000 V/angstrom
Switching width w: 0.002000 V/angstrom
Drive amplitude Em: 0.030000 V/angstrom
No bias, start down: vertical offset: 0.012000 e/angstrom^2
Same offset, converted: 19.23 microC/cm^2
No bias, start up: vertical offset: -0.012000 e/angstrom^2
No bias: bias from current peaks: 0.000000 V/angstrom
Raw loop: rising zero crossing: 0.000000 V/angstrom
Raw loop: falling zero crossing: -0.012371 V/angstrom
Raw loop: false bias from zero crossings: 0.006185 V/angstrom
Constant added to centred loop: 0.003000 e/angstrom^2
Its false zero-crossing bias: 0.000506 V/angstrom
Linear estimate of that false bias: 0.000487 V/angstrom
Built-in step 0.4 eV, bias from peaks: 0.004000 V/angstrom
Built-in step 0.4 eV, bias converted: 0.400 MV/cm
Built-in step 0.4 eV, rising peak: 0.006000 V/angstrom
Built-in step 0.4 eV, falling peak: -0.014000 V/angstrom
Built-in step 0.4 eV, raw vertical offset: 0.011942 e/angstrom^2
Built-in step 0.4 eV, upper centred remanence: 0.012000 e/angstrom^2
Built-in step 0.4 eV, lower centred remanence: -0.011942 e/angstrom^2
Built-in step 0.4 eV, mean centred remanence: 0.000029 e/angstrom^2
Built-in step 0.8 eV, bias from peaks: 0.008000 V/angstrom
Built-in step 0.8 eV, bias converted: 0.800 MV/cm
Built-in step 0.8 eV, rising peak: 0.002000 V/angstrom
Built-in step 0.8 eV, falling peak: -0.018000 V/angstrom
Built-in step 0.8 eV, raw vertical offset: 0.009140 e/angstrom^2
Built-in step 0.8 eV, upper centred remanence: 0.012000 e/angstrom^2
Built-in step 0.8 eV, lower centred remanence: -0.009140 e/angstrom^2
Built-in step 0.8 eV, mean centred remanence: 0.001430 e/angstrom^2
Ohmic leakage coefficient: 0.30 e/(V angstrom ref. period)
Even leakage coefficient: 6.00 e/(V^2 ref. period)
Ohmic leakage: extra remanent opening: 0.002250 e/angstrom^2
Ohmic leakage: added vertical offset: 0.001125 e/angstrom^2
Leaky film, period 1 ref., offset loop 1: 0.014475 e/angstrom^2
Leaky film, period 1 ref., offset loop 3: 0.018075 e/angstrom^2
Leaky film, period 1 ref., drift per loop: 0.001800 e/angstrom^2
Leaky film, period 1 ref., false peak bias: -3.334e-07 V/angstrom
Leaky film, period 2 ref., offset loop 1: 0.016950 e/angstrom^2
Leaky film, period 2 ref., offset loop 3: 0.024150 e/angstrom^2
Leaky film, period 2 ref., drift per loop: 0.003600 e/angstrom^2
Leaky film, period 2 ref., false peak bias: -6.669e-07 V/angstrom
Partial-loop drive amplitude: 0.011000 V/angstrom
Partial loop, start up: true P offset: 0.003227 e/angstrom^2
Partial loop, start down: true P offset: -0.003227 e/angstrom^2
Largest difference of centred partial loops: 0.000000000 e/angstrom^2
```
